# Hydrogen's Second Hyperpolarizability from a Second Sternheimer Solve

## Problem

A hydrogen atom with a fixed nucleus is placed in a uniform static electric field of strength \(F\) along \(+z\). The treatment is nonrelativistic and uses atomic units. The electron has charge \(-1\), so its potential energy in the field is \(+Fz\), and

\[
H=H_0+Fz,\qquad H_0=-\tfrac12\nabla^2-\frac1r,\qquad
E_0=-\tfrac12,\qquad \psi_0=\frac{e^{-r}}{\sqrt\pi}.
\]

Expand the state and its energy as

\[
\psi=\psi_0+F\psi_1+F^2\psi_2+\dots,\qquad
E=E_0+FE_1+F^2E_2+\dots,
\]

with \(\langle\psi_0|\psi_n\rangle=0\) for \(n\ge1\) (intermediate normalization). The polarizability \(\alpha\) and second hyperpolarizability \(\gamma\) are defined by

\[
E=E_0-\tfrac12\alpha F^2-\tfrac1{24}\gamma F^4+\dots
\]

Find \(\psi_1\) and \(\psi_2\) in closed form, then \(E_4\) and \(\gamma\).

Two remarks fix the meaning of the question. First, for \(F>0\) the potential falls without limit as \(z\to-\infty\), so the electron can tunnel away. The expansion is therefore understood as asymptotic for \(F\to0\), and its convergence is not assumed. Second, in density functional perturbation theory the Sternheimer equations generally contain the induced Hartree and exchange-correlation potentials. For one electron and the exact functional these cancel, up to a constant that does not affect the orbitals. What remains is ordinary perturbation theory. An approximate functional need not have this cancellation.

## Hints

1. Use the reflection \(z\to-z\) to remove the odd energy coefficients.
2. Write each correction as \(f\psi_0\). The Coulomb term then drops out of the equation for \(f\).
3. In the second solve, split \(\cos^2\theta\) into \(l=0\) and \(l=2\) parts and try polynomials in \(r\).
4. The equation leaves a multiple of \(\psi_0\) undetermined in \(\psi_2\). Fix it by normalization.
5. \(E_4\) appears at first to need \(\psi_3\). Use the first Sternheimer equation to move \(H_0-E_0\) onto \(\psi_3\).

## Solution

### The hierarchy of equations

Reflection \(z\to-z\) turns \(H(F)\) into \(H(-F)\). The ground level is nondegenerate, so its perturbed branch is mapped onto itself: \(E(F)=E(-F)\) and \(E_1=E_3=0\). (For a degenerate level such as \(n=2\), reflection can exchange two branches, and shifts linear in \(F\) survive.) Collecting equal powers of \(F\) in \(H\psi=E\psi\) gives

\[
\begin{aligned}
(H_0-E_0)\psi_1&=-z\psi_0,\\
(H_0-E_0)\psi_2&=-z\psi_1+E_2\psi_0,\\
(H_0-E_0)\psi_3&=-z\psi_2+E_2\psi_1,\\
(H_0-E_0)\psi_4&=-z\psi_3+E_2\psi_2+E_4\psi_0.
\end{aligned}
\]

Now put \(\psi_n=f\psi_0\). Since \(\nabla\psi_0=-\hat{\mathbf r}\,\psi_0\),

\[
\nabla^2(f\psi_0)=\psi_0\nabla^2f-2\psi_0\frac{\partial f}{\partial r}+f\nabla^2\psi_0 .
\]

The last term, multiplied by \(-\tfrac12\), combines with the Coulomb and \(E_0\) terms into \(f(H_0-E_0)\psi_0=0\). Hence

\[
(H_0-E_0)(f\psi_0)=\psi_0\left(\frac{\partial f}{\partial r}-\tfrac12\nabla^2f\right).
\]

### First solve

The source \(-r\cos\theta\,\psi_0\) has \(l=1\), so take \(f=a(r)\cos\theta\):

\[
a'-\tfrac12\left(a''+\frac{2a'}r-\frac{2a}{r^2}\right)=-r .
\]

For \(a=c_1r+c_2r^2\), the bracket is \(2c_2+(2c_1/r+4c_2)-(2c_1/r+2c_2)=4c_2\). The equation becomes \(c_1+2c_2r-2c_2=-r\), so \(c_2=-\tfrac12\) and \(c_1=2c_2=-1\):

\[
\psi_1=-\left(r+\frac{r^2}2\right)\cos\theta\,\psi_0 .
\]

Any other normalizable, regular solution differs from this by a solution of \((H_0-E_0)\chi=0\). The ground level is nondegenerate, so \(\chi\) is a multiple of \(\psi_0\), and the normalization condition removes it.

Ground-state averages of powers of \(r\) are

\[
\langle r^n\rangle=4\int_0^\infty r^{n+2}e^{-2r}\,dr=\frac{(n+2)!}{2^{n+1}},
\]

which gives \(3,\ \tfrac{15}2,\ \tfrac{45}2,\ \tfrac{315}4,\ 315,\ \tfrac{2835}2\) for \(n=2,\dots,7\).

Project the second-order equation on \(\psi_0\). Its left side vanishes because \(H_0\) is Hermitian. With the angular average \(\overline{\cos^2\theta}=\tfrac13\),

\[
E_2=\langle\psi_0|z|\psi_1\rangle
=-\tfrac13\left(\langle r^2\rangle+\tfrac12\langle r^3\rangle\right)
=-\tfrac13\left(3+\tfrac{15}4\right)=-\tfrac94 ,
\]

so \(\alpha=-2E_2=\tfrac92\). The norm of \(\psi_1\) will also be needed:

\[
\langle\psi_1|\psi_1\rangle
=\tfrac13\left\langle r^2+r^3+\tfrac14r^4\right\rangle
=\tfrac13\left(3+\tfrac{15}2+\tfrac{45}8\right)=\tfrac{43}8 .
\]

### Second solve

The two minus signs in \(-z\psi_1\) cancel, and the source is

\[
-z\psi_1+E_2\psi_0=\left[\left(r^2+\frac{r^3}2\right)\cos^2\theta-\frac94\right]\psi_0 .
\]

With \(P_2=(3\cos^2\theta-1)/2\), we have \(\cos^2\theta=\tfrac13+\tfrac23P_2\). Accordingly, write \(\psi_2=[s(r)+h(r)P_2]\psi_0\).

**The \(l=0\) part.** Let \(g=s'\). Then

\[
g-\frac{g'}2-\frac gr=\frac{r^2}3+\frac{r^3}6-\frac94 .
\]

A term \(a_mr^m\) in \(g\) contributes \(a_mr^m-(\tfrac m2+1)a_mr^{m-1}\) to the left side. Matching powers from the top:

\[
\begin{aligned}
r^3:&\quad a_3=\tfrac16,\\
r^2:&\quad a_2-\tfrac52a_3=\tfrac13\ \Rightarrow\ a_2=\tfrac34,\\
r^1:&\quad a_1-2a_2=0\ \Rightarrow\ a_1=\tfrac32,\\
r^0:&\quad a_0-\tfrac32a_1=-\tfrac94\ \Rightarrow\ a_0=0,\\
r^{-1}:&\quad -a_0=0 .
\end{aligned}
\]

The last line is satisfied because \(E_2=-\tfrac94\). This is the solvability condition: the source must be orthogonal to \(\psi_0\). Integration gives

\[
s=\frac{r^4}{24}+\frac{r^3}4+\frac{3r^2}4+C .
\]

**The \(l=2\) part.** Here \(l(l+1)=6\), so

\[
h'-\tfrac12\left(h''+\frac{2h'}r-\frac{6h}{r^2}\right)=\frac{2r^2}3+\frac{r^3}3 .
\]

A term \(b_nr^n\) contributes \(nb_nr^{n-1}-\tfrac12[n(n+1)-6]b_nr^{n-2}\). Therefore

\[
\begin{aligned}
r^3:&\quad 4b_4=\tfrac13\ \Rightarrow\ b_4=\tfrac1{12},\\
r^2:&\quad 3b_3-7b_4=\tfrac23\ \Rightarrow\ b_3=\tfrac5{12},\\
r^1:&\quad 2b_2-3b_3=0\ \Rightarrow\ b_2=\tfrac58 .
\end{aligned}
\]

The \(r^2\) term leaves no constant behind, because \(2\cdot3-6=0\), and the series ends.

**The constant.** The \(P_2\) part is orthogonal to \(\psi_0\), so \(\langle\psi_0|\psi_2\rangle=0\) requires

\[
C=-\left(\tfrac1{24}\cdot\tfrac{45}2+\tfrac14\cdot\tfrac{15}2+\tfrac34\cdot3\right)
=-\left(\tfrac{15}{16}+\tfrac{30}{16}+\tfrac{36}{16}\right)=-\tfrac{81}{16}.
\]

The second-order function is

\[
\boxed{\psi_2=\left[\frac{r^4}{24}+\frac{r^3}4+\frac{3r^2}4-\frac{81}{16}
+\left(\frac{r^4}{12}+\frac{5r^3}{12}+\frac{5r^2}8\right)P_2\right]\psi_0}
\]

At large \(r\), away from \(\cos\theta=0\), \(F\psi_1/\psi_0\) grows as \(Fr^2\). The expansion of the wavefunction therefore ceases to be a small correction at distances of order \(F^{-1/2}\), however weak the field. The factor \(e^{-2r}\) in the integrals suppresses this region when \(F\) is small.

### Eliminating \(\psi_3\)

Project the fourth-order equation on \(\psi_0\). Since \(\langle\psi_0|\psi_2\rangle=0\), it gives \(E_4=\langle\psi_0|z|\psi_3\rangle\). The first Sternheimer equation, read as a bra, is \(\langle\psi_0|z=-\langle\psi_1|(H_0-E_0)\). Inserting it and then using the third-order equation,

\[
\begin{aligned}
E_4&=-\langle\psi_1|(H_0-E_0)|\psi_3\rangle
=-\langle\psi_1|\left(-z\psi_2+E_2\psi_1\right)\rangle\\
&=\langle\psi_1|z|\psi_2\rangle-E_2\langle\psi_1|\psi_1\rangle .
\end{aligned}
\]

### Evaluating \(E_4\)

In the first term, \(\psi_1\) and \(z\) together supply \(-(r^2+r^3/2)\cos^2\theta\). The \(l=0\) part of \(\psi_2\) carries the angular average \(\tfrac13\). Multiplying out the polynomials,

\[
\begin{aligned}
\langle\psi_1|z|\psi_2\rangle_{l=0}
&=-\tfrac13\left\langle\tfrac{r^7}{48}+\tfrac{r^6}6+\tfrac{5r^5}8+\tfrac{3r^4}4-\tfrac{81r^3}{32}-\tfrac{81r^2}{16}\right\rangle\\
&=-\tfrac13(113.953125)=-\tfrac{2431}{64}.
\end{aligned}
\]

For the \(l=2\) part, \(\overline{P_2}=0\) and \(\overline{P_2^2}=\tfrac15\) give \(\overline{\cos^2\theta\,P_2}=\tfrac23\cdot\tfrac15=\tfrac2{15}\), so

\[
\begin{aligned}
\langle\psi_1|z|\psi_2\rangle_{l=2}
&=-\tfrac2{15}\left\langle\tfrac{r^7}{24}+\tfrac{7r^6}{24}+\tfrac{35r^5}{48}+\tfrac{5r^4}8\right\rangle\\
&=-\tfrac2{15}(222.421875)=-\tfrac{949}{32}.
\end{aligned}
\]

The sum is \(-\tfrac{4329}{64}\). The other term is \(-E_2\langle\psi_1|\psi_1\rangle=\tfrac94\cdot\tfrac{43}8=\tfrac{387}{32}\). Therefore

\[
\boxed{E_4=-\frac{4329}{64}+\frac{774}{64}=-\frac{3555}{64}},\qquad
\boxed{\gamma=-24E_4=\frac{10665}8=1333.125\ \text{a.u.}}
\]

In SI units, \(\gamma\approx8.3125\times10^{-62}\ \mathrm{C^4\,m^4\,J^{-3}}\).

The signs of the two terms can be understood separately. Projecting the second-order equation on \(\psi_2\) gives \(\langle\psi_1|z|\psi_2\rangle=-\langle\psi_2|H_0-E_0|\psi_2\rangle\), which cannot be positive because \(E_0\) is the lowest eigenvalue of \(H_0\). The norm term is positive because \(E_2<0\). Here the first is larger in magnitude, so the quartic term lowers the energy further.

The numerical check checks both Sternheimer solutions symbolically. It also recovers \(E_2\), \(E_4\) and the coefficients of \(\psi_1\) and \(\psi_2\) from a finite-field eigenvalue calculation that does not use the derived functions.

## Variation 1: a different constant in \(\psi_2\)

*Suppose \(C\) is set to zero. What happens to \(E_4\)?*

The new function is \(\tilde\psi_2=\psi_2+c\psi_0\) with \(c=\tfrac{81}{16}\). It still solves the second-order equation, but \(\langle\psi_0|\tilde\psi_2\rangle=c\). The projected fourth-order equation now retains its \(E_2\psi_2\) term, and the elimination of \(\psi_3\) gives

\[
E_4=\langle\psi_1|z|\tilde\psi_2\rangle-E_2\langle\psi_1|\psi_1\rangle-E_2\langle\psi_0|\tilde\psi_2\rangle .
\]

Because \(\langle\psi_1|z|\psi_0\rangle=E_2\), the first term changes by \(cE_2\) and the last contributes \(-cE_2\). The energy is unchanged, as it must be under a change of normalization.

If the last term is omitted, the result is

\[
-\frac{3555}{64}-\frac{81}{16}\cdot\frac94=-\frac{4284}{64}=-\frac{1071}{16},
\]

which would give the wrong value \(\gamma=1606.5\) a.u.

## Variation 2: energy and dipole at a given field

*Find the energy shift and induced dipole at \(F=0.005\) a.u., or \(2.571\times10^9\ \mathrm{V/m}\).*

The two energy terms, in hartree, are

\[
-\tfrac12(4.5)(0.005)^2=-5.625\times10^{-5},\qquad
-\tfrac{1333.125}{24}(0.005)^4=-3.472\times10^{-8}.
\]

The electronic dipole is \(\mu=-\langle z\rangle\). The Hellmann–Feynman theorem gives \(dE/dF=\langle z\rangle\), so

\[
\mu=-\frac{dE}{dF}=\alpha F+\frac{\gamma F^3}6+\dots
=0.0225+0.0000278=0.0225278\ \text{a.u.}
\]

The cubic term adds about \(0.12\%\) to the linear dipole. Its positive sign means that the dipole grows faster than linearly at this order.

The finite-field calculation, in a basis of 22 functions, gives an energy lower than the series through \(F^4\) by \(7.70\times10^{-11}\) hartree. Its dipole is larger than the series through \(F^3\) by \(9.25\times10^{-8}\) a.u. Halving the field reduces these differences by factors of 64.2 and 32.1, close to the \(2^6\) and \(2^5\) expected from the next terms, \(F^6\) in the energy and \(F^5\) in the dipole. This comparison tests the series, not the ionization rate: the basis consists of localized functions and does not describe the escaping electron.

## Table of computed values

```
<r^2> = 3 = 3 a.u.
<r^3> = 15/2 = 7.5 a.u.
<r^4> = 45/2 = 22.5 a.u.
<r^5> = 315/4 = 78.75 a.u.
<r^6> = 315 = 315 a.u.
<r^7> = 2835/2 = 1417.5 a.u.
psi1/psi0, factor of cos(theta) = -r**2/2 - r
psi2/psi0, l=0 part = r**4/24 + r**3/4 + 3*r**2/4 - 81/16
psi2/psi0, factor of P2 = r**4/12 + 5*r**3/12 + 5*r**2/8
E2 = -9/4 = -2.25 a.u.
alpha = 9/2 = 4.5 a.u.
<psi1|psi1> = 43/8 = 5.375 a.u.
<psi1|z|psi2>, l=0 part = -2431/64 = -37.984375 a.u.
<psi1|z|psi2>, l=2 part = -949/32 = -29.65625 a.u.
<psi1|z|psi2>, total = -4329/64 = -67.640625 a.u.
-E2<psi1|psi1> = 387/32 = 12.09375 a.u.
E4 = -3555/64 = -55.546875 a.u.
gamma = 10665/8 = 1333.125 a.u.
gamma in SI = 8.312541e-62 C^4 m^4 J^-3
<psi0|psi2> if constant is dropped = 81/16 = 5.0625 a.u.
E4 then, without correction = -1071/16 = -66.9375 a.u.
gamma then, without correction = 3213/2 = 1606.5 a.u.
E4 then, with correction = -3555/64 = -55.546875 a.u.
basis functions in finite-field check = 22
smallest field in check = 1.0e-6 a.u.
E2 from finite fields = -2.25 a.u.
E4 from finite fields = -55.546875 a.u.
E6 from finite fields = -4907.7715 a.u.
largest psi coefficient difference = 1.86e-10 a.u.
example field F = 0.005 a.u.
example field in SI = 2.571103e+09 V/m
-alpha F^2/2 = -5.625e-5 hartree
-gamma F^4/24 = -3.471679687e-8 hartree
energy, series through F^4 = -0.5000562847168 hartree
energy, finite field = -0.50005628479378 hartree
energy difference = -7.69874e-11 hartree
alpha F = 0.0225 a.u.
gamma F^3/6 = 2.77734375e-5 a.u.
dipole, series through F^3 = 0.0225277734375 a.u.
dipole, finite field = 0.0225278659445 a.u.
dipole difference = 9.2507e-8 a.u.
energy error ratio, F to F/2 = 64.19
dipole error ratio, F to F/2 = 32.1269
```
